# Generalized Koopmans condition for a defect level, with finite-size corrections, part 1

(Sections cited here and not found follow in the second part.)

## The observation

A model defect has one localized level in a host of dielectric constant \(\epsilon_\infty=5\). With a hybrid functional of exact-exchange fraction \(\alpha\), the level computed when occupied and the level computed when empty coincide at \(\alpha=0.114\) in a cubic cell of side 10 Å, at \(0.156\) in a cell of 20 Å, and at \(0.200=1/\epsilon_\infty\) for the isolated defect. For the 3p level of a free Al atom they coincide at \(0.907\) in the cc-pVTZ basis (0.907 to 0.908 in larger bases). To be explained are the crossing, its uniqueness, its value in each case, and its drift with cell size.

Formulas are in Hartree atomic units and numbers in eV and Å. The nuclei are fixed throughout. The letter \(\varepsilon\) is a level and \(\epsilon\) a dielectric constant.

## The condition

One localized spin orbital \(\phi\) has occupation \(f\in[0,1]\), so that \(f=0\) is the \((N-1)\)-electron state and \(f=1\) the \(N\)-electron state. The exact energy at fractional electron number is the minimum over ensembles with that mean number. If the integer energies are convex in \(N\), the minimum mixes the two neighbouring integers,
\[E(f)=(1-f)E(0)+fE(1),\]
and the slope is the constant \(\Delta E=E(1)-E(0)\).

The hybrid is \(E_{xc}=\alpha E_x^{HF}+(1-\alpha)E_x^{sl}+E_c^{sl}\), where sl means semilocal. Its total energy depends on the orbitals through the spin density matrix \(D=\sum_i|\psi_i\rangle\langle\psi_i|+f|\phi\rangle\langle\phi|\), and \(F=\delta E/\delta D\) is the Fock operator. At self-consistency \(E\) is stationary under unitary rotations of the orbitals, so their change with \(f\) does not enter the first derivative. What remains is the explicit \(\partial D/\partial f=|\phi\rangle\langle\phi|\):
\[\frac{dE}{df}=\langle\phi|F|\phi\rangle=\varepsilon(f).\]
This is Janak's theorem. With \(\varepsilon_0=\varepsilon(0)\) the empty level and \(\varepsilon_1=\varepsilon(1)\) the occupied level, integration gives
\[\Delta E=\int_0^1\varepsilon\,df,\qquad \Delta\equiv\varepsilon_1-\varepsilon_0=\int_0^1E''\,df .\]
Linearity of \(E(f)\) implies the generalized Koopmans condition
\[\varepsilon_1=\Delta E=\varepsilon_0 .\]
\(\Delta\) is the mean curvature of \(E(f)\), positive for a convex and negative for a concave curve.

## Two equations for one parameter

The condition contains two equations, and \(\alpha\) is one number. Define \(t=\Delta E-\tfrac12(\varepsilon_0+\varepsilon_1)\). Subtraction gives the identities
\[\varepsilon_1-\Delta E=\tfrac12\Delta-t,\qquad \Delta E-\varepsilon_0=\tfrac12\Delta+t .\]
To see what \(t\) measures, integrate by parts twice. The first boundary term vanishes because \(f(1-f)\) does:
\[\int_0^1 f(1-f)\varepsilon''df=-\int_0^1(1-2f)\varepsilon'df=-\big[(1-2f)\varepsilon\big]_0^1-2\int_0^1\varepsilon\,df=\varepsilon_0+\varepsilon_1-2\Delta E .\]
Hence \(t=-\tfrac12\int_0^1 f(1-f)\varepsilon''df\), which involves the third derivative of \(E\). If \(\varepsilon=\varepsilon_0+af+bf^2\), then \(t=-b\int f(1-f)df=-b/6\), while \(\varepsilon(\tfrac12)-\tfrac12(\varepsilon_0+\varepsilon_1)=b/4-b/2=-b/4\). At this order
\[t\approx\tfrac23\big[\varepsilon(\tfrac12)-\tfrac12(\varepsilon_0+\varepsilon_1)\big].\]
Let \(\alpha_K\) be the root of \(\Delta(\alpha)\) and \(\Delta'\) the slope there. The equation \(\varepsilon_1=\Delta E\) reads \(\Delta=2t\), and \(\varepsilon_0=\Delta E\) reads \(\Delta=-2t\). Linearizing \(\Delta\) and neglecting the variation of \(t\) with \(\alpha\) puts these roots at \(\alpha_K+2t/\Delta'\) and \(\alpha_K-2t/\Delta'\). The crossing satisfies the full condition up to the remainder \(t\).

## Why the levels approach each other

Freeze all orbitals and raise \(f\) from 0 to 1. The Hartree part of \(\langle\phi|F|\phi\rangle\) gains \(J=\iint|\phi(\mathbf r)|^2|\phi(\mathbf r')|^2/|\mathbf r-\mathbf r'|\). The Fock part gains the exchange of \(\phi\) with itself, which is the same integral with weight \(-\alpha\). The semilocal potentials change their expectation values in \(\phi\) by \(\delta_x\) and \(\delta_c\). Therefore
\[\Delta_{fr}=J-\alpha J+(1-\alpha)\delta_x+\delta_c=(1-\alpha)U_x+\delta_c,\qquad U_x=J+\delta_x ,\]
a straight line of slope \(-U_x\) for a fixed set of orbitals. \(U_x\) is the self-repulsion that semilocal exchange leaves uncancelled.

Now let the orbitals relax, with rotation parameters \(x\). Differentiating \(\partial_xE(f,x)=0\) along the solution gives \(g+Hx'=0\), where \(g=\partial_x\partial_fE\) and \(H=\partial_x^2E\). Since \(E'=\partial_fE\),
\[E''=\partial_f^2E+g^{T}x'=E''_{fr}-g^{T}H^{-1}g .\]
At a stable minimum \(H\) is positive definite, so relaxation cannot raise the curvature at any \(f\), the frozen value being taken with the orbitals of that \(f\).

Stationarity also gives \(\partial E/\partial\alpha=X\equiv E_x^{HF}-E_x^{sl}\), and equality of mixed derivatives gives \(\partial\varepsilon/\partial\alpha=\partial X/\partial f\). Write \(\Delta=\Delta_{fr}+R\), with \(\Delta_{fr}\) built on one fixed orbital set, so that \(\Delta'=-U_x+R'\). If \(\Delta\) is continuous, changes sign on an interval, and \(R'<U_x\) throughout it, then \(\Delta\) decreases strictly and has exactly one root. These are conditions to be verified for the system at hand. At \(\alpha=1\) one has \(\Delta=\delta_c+R\), and a root below 1 needs this sum to be negative.

## The Al 3p level

The free pair Al⁺/Al supplies a localized level without a host. The calculation uses PBE exchange and correlation as the semilocal parts, the cc-pVTZ basis and unrestricted spin, with \(f\) in the spin-up \(3p_z\) orbital and every orbital kept even or odd under the three coordinate mirror planes. It leaves out relativity and the basis-set limit, and its energies are properties of this functional and are not measured values. The digits below belong to this basis. With aug-cc-pVTZ, aug-cc-pVQZ or uncontracted aug-cc-pVTZ the crossing moves by up to \(+0.0013\), the levels and \(\Delta E\) near the crossing by up to 0.014 eV, and \(t\) lies between \(-0.017\) and \(-0.019\) eV. \(J\) falls by 0.014 eV in aug-cc-pVTZ.

| \(\alpha\) | \(\varepsilon_0\) (eV) | \(\varepsilon_1\) (eV) | \(\Delta E\) (eV) | \(\Delta\) (eV) |
|---|---|---|---|---|
| 0.00 | −9.036 | −3.056 | −6.066 | 5.980 |
| 0.50 | −7.394 | −4.735 | −6.113 | 2.659 |
| 1.00 | −5.869 | −6.475 | −6.179 | −0.605 |

\(\Delta\) falls at each step of a six-point scan from 0 to 1.25, and the interpolated root is \(\alpha_K=0.9067\), where both levels are \(-6.1455\) eV. Orbitals frozen at \(\alpha_K\), \(f=\tfrac12\) give \(U_x=8.017-1.657=6.360\) eV and
\[\Delta_{fr}=0.0933\times6.360+0.017=0.61\ \text{eV},\]
so \(R=-0.61\) eV at the crossing. The slope is \(\Delta'=-6.497\) eV, hence \(R'=-6.497+6.360=-0.137\) eV, far below \(U_x\). The crossing lies near 1 because \(|R|\) is about a tenth of \(U_x\).

At \(\alpha_K\), \(\Delta E=-6.1650\) eV, equal to the quadrature of \(\varepsilon(f)\), so \(t=-0.0195\) eV. The midpoint estimate is \(\tfrac23(-6.1726+6.1455)=-0.0181\) eV, smaller in size by 7% of \(t\). The predicted offset is \(2t/\Delta'=0.0060\), and the one-sided roots 0.9125 and 0.9005 lie \(+0.0058\) and \(-0.0062\) from \(\alpha_K\). The curvature at \(f=\tfrac12\) drops from 0.634 eV (frozen) to 0.042 eV (relaxed). For a quadratic \(\varepsilon(f)\) it would be \(a+b=\Delta=0\), so the residue comes from higher powers of \(f\).

## A screened model with a provably unique crossing

In a solid the relaxation includes the polarization of the host. The model treats the host as a local continuum: minimizing over its response lowers the electrostatic energy \(\tfrac12(\rho|\rho)\) of the defect charge by the fraction \(1-1/\epsilon_\infty\). At fixed \(\phi\) the curvature in \(f\) of that energy is \(J\), so the host's share of \(g^TH^{-1}g\) is \((1-1/\epsilon_\infty)J\). Here \((a|b)\) is the Coulomb integral of two densities. The Fock self-term is explicit in the functional and keeps the bare interaction, and \(\delta_x,\delta_c\) are dropped. With \(n=|\phi|^2\), a core charge \(\rho_c\) of total \(+1\), a short-range well \(V\), and \(\rho=\rho_c-fn\),
\[E=f\langle\phi|T+V|\phi\rangle+\frac{(\rho|\rho)}{2\epsilon_\infty}-\frac{\alpha f^2}{2}J[\phi].\]
Expanding \((\rho|\rho)=(\rho_c|\rho_c)-2f(n|\rho_c)+f^2J\) gives
\[E(f)=\min_\phi\Big\{f\,h[\phi]+\tfrac12\kappa f^2J[\phi]\Big\}+\text{const},\qquad \kappa=\frac1{\epsilon_\infty}-\alpha,\]
with \(h[\phi]=\langle T+V\rangle-(n|\rho_c)/\epsilon_\infty\). Janak's theorem gives \(\varepsilon(f)=h_f+f\kappa J_f\), where the subscript marks the minimizing orbital. Thus
\[\Delta=h_1-h_0+\kappa J_1 .\]
Assume both minimizers exist as bound states. Dividing the bracket by \(f\) shows that \(\phi_0\) minimizes \(h\), so \(h_1-h_0\ge0\). The orbital \(\phi_1\) minimizes \(h+\tfrac12\kappa J\), so \(h_1+\tfrac12\kappa J_1\le h_0+\tfrac12\kappa J_0\), that is \(h_1-h_0\le\tfrac12\kappa(J_0-J_1)\). Adding \(\kappa J_1\) to both inequalities,
\[\kappa J_1\le\Delta\le\tfrac12\kappa(J_0+J_1).\]
Because \(J>0\), the lower bound makes \(\Delta\) positive for \(\kappa>0\) and the upper bound makes it negative for \(\kappa<0\). In this model the levels cross once, at \(\alpha_K=1/\epsilon_\infty\). There \(E=fh_0+\text{const}\) is linear, so \(t=0\) as well. For \(\epsilon_\infty=1\) the result is \(\alpha_K=1\), the self-interaction-free limit of one electron in vacuum. If the host's \(\epsilon_\infty\) depends on \(\alpha\), the sign of \(\Delta\) still follows \(\kappa(\alpha)\), and \(d(1/\epsilon_\infty)/d\alpha<1\) keeps \(\kappa\) decreasing and the root unique.

The example takes a free-electron mass, a Gaussian well of depth 12 eV and width 1.5 Å, a Gaussian core of width 0.5 Å, \(\epsilon_\infty=5\), and seven s-type Gaussians on the defect, with levels measured from the bottom of the continuum. The empty level is \(-6.3602\) eV for every \(\alpha\), since \(h_0\) does not contain \(\alpha\). At \(\alpha=0\) the bounds give \(1.7730\le1.7968\le1.8208\) eV, and at \(\alpha=0.4\) they give \(-1.9671\le-1.9423\le-1.9178\) eV.

## Coulomb integrals in a periodic cell

Repeat the defect in a cubic cell of side \(L\). A uniform background removes the \(G=0\) component, which also sets the cell average of the electrostatic potential to zero, whereas the isolated potential vanishes at infinity. Two concentric unit Gaussians with variances per axis \(\sigma_a^2,\sigma_b^2\) and \(s=\sigma_a^2+\sigma_b^2\) have form factors whose product is \(e^{-sk^2/2}\), so
\[W_{per}=\frac{4\pi}{L^3}\sum_{G\ne0}\frac{e^{-sG^2/2}}{G^2},\qquad W_{iso}=\int\!\frac{d^3k}{(2\pi)^3}\frac{4\pi e^{-sk^2/2}}{k^2}=\frac2\pi\int_0^\infty\! e^{-sk^2/2}dk=\sqrt{\frac{2}{\pi s}} .\]
Differentiating in \(s\) removes \(1/G^2\). Poisson summation gives \(\sum_Ge^{-sG^2/2}=L^3(2\pi s)^{-3/2}\sum_Re^{-R^2/2s}\) over all \(G\) and all lattice vectors \(R\), and the missing \(G=0\) term equals 1:
\[\frac{dW_{per}}{ds}=-2\pi(2\pi s)^{-3/2}\sum_Re^{-R^2/2s}+\frac{2\pi}{L^3}.\]
The \(R=0\) term is \(-(2\pi)^{-1/2}s^{-3/2}=dW_{iso}/ds\). The terms \(R\neq0\) are overlaps with images, exponentially small for \(s\ll L^2\), and are dropped. The integration constant is the point-charge limit \(s\to0\), which scales as \(1/L\) on dimensional grounds and defines the Madelung constant, \(\alpha_M=2.8373\) by Ewald summation:
\[W_{per}-W_{iso}=-\frac{\alpha_M}{L}+\frac{2\pi s}{L^3}.\]
A Gaussian has \(\langle r^2\rangle=3\sigma^2\). For spherical concentric densities built from Gaussians, with charges \(q_a\) and moments \(Q_a=\int\rho_ar^2d^3r\), bilinearity gives
\[(a|b)_{per}-(a|b)_{iso}=-\frac{q_aq_b\alpha_M}{L}+\frac{2\pi}{3L^3}(q_aQ_b+q_bQ_a).\]

In the screened model the isolated levels cross exactly once, at \(\alpha_K=1/\epsilon_\infty\), and the difference between periodic and isolated Coulomb integrals is now known. It remains to turn that difference into corrections for energies and levels, to explain the drift of the crossing with cell size, and to treat frozen ions and the limits of the argument.
